# Why an oxide dipole layer's step and ripple follow different permittivities

## The result

A flat layer of dipoles lies inside a host oxide $a$, next to a neighbour oxide $b$. Let $N$ be the number of dipoles per area and $p$ the moment of each, normal to the layers. The mean potential step across the layer is

$$
\Delta=\frac{Np}{\varepsilon_0\varepsilon_a}. \tag{1}
$$

If the dipoles sit at independent random lateral positions and both oxides are thick, the rms potential fluctuation at a point in the neighbour, a normal distance $h$ from the dipole plane, is

$$
\sigma=\frac{p\sqrt N}{\varepsilon_0(\varepsilon_a+\varepsilon_b)\,h\sqrt{8\pi}} . \tag{2}
$$

The two laws have one origin. At every lateral wavelength the local jump across the layer is set by $\varepsilon_a$. The mean step is that whole jump. A fluctuation seen from the neighbour is one side's share of it, and the share is proportional to $\varepsilon_a/(\varepsilon_a+\varepsilon_b)$. The host permittivity in the jump cancels the one in the share, and the sum remains.

## Model and conventions

The boundary is $z=0$, with the host at $z<0$ and the neighbour at $z>0$. The dipole plane is at $z=-d$, the observer at $z=t$, so $h=d+t$. Dipoles point towards $+z$. Both oxides are linear, isotropic continua with static relative permittivities. The moment $p=qs$ belongs to embedded charges $\pm q$ a distance $s$ apart. Polarization induced in the host is described by $\varepsilon_a$ and is not counted again in $p$.

## First contribution: the uniform layer

Replace the dipoles by two charged planes, $-Nq$ below and $+Nq$ above, both inside the host. At flat band the electrode voltage is adjusted until there is no field outside the planes. The displacement is then zero below the pair. Crossing the lower plane changes it by $-Nq$, so between the planes

$$
D_z=-Nq,\qquad E_z=-\frac{Nq}{\varepsilon_0\varepsilon_a}.
$$

Crossing the upper plane restores $D_z=0$. Since $E_z=-d\phi/dz$, the potential rises towards the neighbour by

$$
\Delta=-E_z s=\frac{Nqs}{\varepsilon_0\varepsilon_a}=\frac{Np}{\varepsilon_0\varepsilon_a}.
$$

The neighbour is absent from this result because it contains no field. For the same reason the thicknesses and the depth $d$ are absent. Between otherwise identical electrodes, the host-side electrode must be held at $-\Delta$ relative to the other one.

This argument requires both charge planes to lie in the host. If the pair straddles the boundary, with lengths $s_a$ and $s_b$ in the two oxides, the same displacement gives a step $(Nq/\varepsilon_0)(s_a/\varepsilon_a+s_b/\varepsilon_b)$.

## Second contribution: a lateral ripple

Now let the dipole moment per area vary as $P_k\cos kx$, with $k>0$. Away from the charges, a potential $\phi(z)\cos kx$ obeys Laplace's equation, so $\phi''=k^2\phi$. In thick oxides it must decay as $e^{-k|z|}$ on both sides. A ripple therefore cannot leave the neighbour free of field, as the uniform layer can.

Two conditions hold across a thin dipole sheet:

- The potential jumps by $J_k=P_k/(\varepsilon_0\varepsilon_a)$. As $s\to0$ at fixed $P_k$, the field between the planes grows as $1/s$ and dominates the finite outside fields, so the previous calculation applies locally.
- The normal displacement is the same on both faces. The sheet has no net charge, and the lateral flux leaving the thin gap vanishes with $s$.

Place the sheet just inside the host at the boundary, $d\to0$. Write $\phi=Ae^{kz}$ below and $\phi=Be^{-kz}$ above. With $D_z=-\varepsilon_0\varepsilon\,\phi'$, equal displacement means

$$
-\varepsilon_0\varepsilon_a kA=\varepsilon_0\varepsilon_b kB
\quad\Rightarrow\quad A=-\frac{\varepsilon_b}{\varepsilon_a}B .
$$

The jump condition $B-A=J_k$ becomes $B(1+\varepsilon_b/\varepsilon_a)=J_k$. Hence

$$
B=\frac{\varepsilon_a}{\varepsilon_a+\varepsilon_b}\,\frac{P_k}{\varepsilon_0\varepsilon_a}
=\frac{P_k}{\varepsilon_0(\varepsilon_a+\varepsilon_b)},\qquad
A=-\frac{\varepsilon_b}{\varepsilon_a}\,\frac{P_k}{\varepsilon_0(\varepsilon_a+\varepsilon_b)} . \tag{3}
$$

The side with the larger permittivity needs less potential to carry the common displacement, so it takes the smaller share. A high-permittivity host has a small jump but passes most of it to the neighbour. A low-permittivity host has a large jump but keeps most of it.

## Third contribution: depth inside the host

For finite $d$, measure height from the sheet by $u=z+d$ and write

$$
\phi=\begin{cases}
Ae^{ku}, & z<-d,\\
Ce^{-ku}+Fe^{ku}, & -d<z<0,\\
Be^{-kz}, & z>0.
\end{cases}
$$

At the sheet, the jump gives $C+F-A=J_k$. Equal displacement within the same oxide gives $F-C=A$. Substituting the second into the first yields $2C=J_k$. At the oxide boundary, continuity of potential and displacement gives

$$
Ce^{-kd}+Fe^{kd}=B,\qquad
\varepsilon_a\left(-Ce^{-kd}+Fe^{kd}\right)=-\varepsilon_bB .
$$

Multiply the first equation by $\varepsilon_a$ and subtract the second. The $F$ terms cancel, leaving $2\varepsilon_aCe^{-kd}=(\varepsilon_a+\varepsilon_b)B$. With $2C=P_k/(\varepsilon_0\varepsilon_a)$, the potential at height $t$ in the neighbour is

$$
\phi_k(t)=Be^{-kt}=\frac{P_k\,e^{-kh}}{\varepsilon_0(\varepsilon_a+\varepsilon_b)} . \tag{4}
$$

Depth adds an exponential filter and leaves the permittivity sum unchanged.

## Fourth contribution: random positions

A single dipole has moment density $p\,\delta^2(\mathbf r)$, whose Fourier amplitude is $p$ for every lateral wavevector. To return (4) to real space, consider

$$
g_h(\rho)=\frac{h}{2\pi(\rho^2+h^2)^{3/2}} .
$$

This is $-\partial_h[1/(2\pi\sqrt{\rho^2+h^2})]$, so it obeys Laplace's equation for $h>0$. Its integral over the plane is 1, and it contracts to $\delta^2(\mathbf r)$ as $h\to0$. Its Fourier transform is therefore $e^{-kh}$, and one dipole produces

$$
\phi_1(\rho)=\frac{p\,h}{2\pi\varepsilon_0(\varepsilon_a+\varepsilon_b)(\rho^2+h^2)^{3/2}} .
$$

Divide the plane into small cells of area $da$, each occupied independently with probability $N\,da$. A cell contributes a variance $N\,da\,\phi_1^2$, up to terms of order $(da)^2$. Adding the cells gives

$$
\sigma^2=N\int\phi_1^2\,d^2r
=\frac{Np^2h^2}{4\pi^2\varepsilon_0^2(\varepsilon_a+\varepsilon_b)^2}
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}.
$$

With $v=\rho^2+h^2$, the integral is $\pi\int_{h^2}^{\infty}v^{-3}dv=\pi/(2h^4)$. Thus $\sigma^2=Np^2/[8\pi\varepsilon_0^2(\varepsilon_a+\varepsilon_b)^2h^2]$, which is (2).

The covariance at two points a distance $R$ apart contains the product of two filters, $e^{-2kh}$. Its spatial form is therefore $g_{2h}(R)$. Dividing by its value at $R=0$ gives the correlation

$$
c(R)=\left(1+\frac{R^2}{4h^2}\right)^{-3/2}.
$$

It falls to one half at $R=2h\sqrt{2^{2/3}-1}$.

If the dipoles instead occupy a fraction $f$ of fixed sites independently, each site has occupation variance $f(1-f)$ rather than $f$. When the site spacing is small compared with $h$, the site sum can be replaced by the integral, and $\sigma$ is multiplied by $\sqrt{1-f}$.

## A gate-stack example

Take $\varepsilon_a=20$, $\varepsilon_b=4$, $N=10^{14}\ \mathrm{cm^{-2}}$, and one elementary charge displaced by $s=0.20$ nm. Then $p=3.204\times10^{-29}$ C m. With $d=0.30$ nm and $t=1.00$ nm, $h=1.30$ nm. The mean step is

$$
\Delta=\frac{(10^{18}\ \mathrm{m^{-2}})(3.204\times10^{-29}\ \mathrm{C\,m})}
{(8.854\times10^{-12}\ \mathrm{F/m})(20)}=0.181\ \mathrm V .
$$

In thick oxides, for a ripple very long compared with $d$, a local jump of 181 mV divides into

$$
\frac{20}{24}(181)=151\ \mathrm{mV},\qquad -\frac{4}{24}(181)=-30\ \mathrm{mV}
$$

on the neighbour and host sides. Their difference restores the full 181 mV. With $d=0.30$ nm this limit is approached only at wavelengths near 200 nm; at 10 nm the two faces of the sheet carry 132 and $-49$ mV. Oxides 1 to 2 nm thick leave no range of wavelengths that is both long compared with $d$ and short compared with the thicknesses.

From (1) and (2), the random fluctuation relative to the step is

$$
\frac{\sigma}{\Delta}=\frac{\varepsilon_a}{\varepsilon_a+\varepsilon_b}\,
\frac{1}{h\sqrt{8\pi N}}=0.128,
$$

so $\sigma=23.1$ mV. Drawing 3000 random arrangements on a disc of radius 30 nm and adding the one-dipole potentials gives 23.2 mV. The correlation falls to one half at 1.99 nm. With $10^{15}$ available sites per $\mathrm{cm^2}$, $f=0.1$ and site exclusion lowers $\sigma$ to 22.0 mV.

Now exchange the permittivities, holding $N$, $p$, $d$ and $t$ fixed. The host has permittivity 4 and the neighbour 20. The step rises fivefold to 905 mV, while the transmitted fluctuation remains 23.1 mV. This symmetry belongs to thick oxides. In the stacks treated below it is lost: the exchange multiplies $\sigma$ by 1.4 with the gate alone, by 2.3 at the silicon surface, and by 3.4 at 1 nm inside the silicon with the gate present and the channel empty. A real dipole moved into another oxide could also change its moment.

## When the permittivity sum fails: nearby electrodes

Put grounded electrodes at distances $L_a$ and $L_b$ from the boundary, with the sheet again at $d\to0$. The potentials must now vanish at the electrodes:

$$
\phi_a=A\frac{\sinh k(L_a+z)}{\sinh kL_a},\qquad
\phi_b=B\frac{\sinh k(L_b-z)}{\sinh kL_b}.
$$

Define $Y_i=\varepsilon_i k\coth(kL_i)$. Equal displacement gives $Y_aA=-Y_bB$, and with $B-A=J_k$,

$$
\frac{B}{J_k}=\frac{Y_a}{Y_a+Y_b}. \tag{5}
$$

For $kL_i\gg1$, $Y_i\to\varepsilon_i k$ and (3) returns. For $kL_i\ll1$, $Y_i\to\varepsilon_i/L_i$ and the share is that of two capacitors in a divider. With $L_a=2$ nm and $L_b=1$ nm, that limit is $10/(10+4)=0.714$. Equation (5) gives 0.715, 0.766 and 0.833 at wavelengths of 100, 10 and 2 nm. The last agrees with the thick-oxide value $20/24$ to three digits.

The uniform sheet between grounded electrodes also follows the capacitor divider, because the electrodes are then not at flat band and uniform fields fill both oxides. The voltage needed to remove those fields is still $\Delta$.

A metal gate behind the host might be expected to weaken the ripple. It does the opposite here. Let the gate be at $z=-L$, with a thick neighbour. Below the sheet, $\phi=\alpha\sinh k(L+z)$. Above it, still in the host, add $J_k\cosh k(z+d)$, which has the required jump and no slope at the sheet. Matching at $z=0$ gives

$$
B=\alpha\sinh kL+J_k\cosh kd,\qquad
\varepsilon_a(\alpha\cosh kL+J_k\sinh kd)=-\varepsilon_bB .
$$

Eliminating $\alpha$, and using $\cosh kL\cosh kd-\sinh kL\sinh kd=\cosh k(L-d)$,

$$
B=\frac{\varepsilon_aJ_k\cosh k(L-d)}{\varepsilon_a\cosh kL+\varepsilon_b\sinh kL}.
$$

Dividing by the result without a gate, $\varepsilon_aJ_ke^{-kd}/(\varepsilon_a+\varepsilon_b)$, gives

$$
\frac{B_{\rm gate}}{B_{\rm thick}}=
\frac{1+e^{-2k(L-d)}}{1+\dfrac{\varepsilon_a-\varepsilon_b}{\varepsilon_a+\varepsilon_b}e^{-2kL}}>1 .
$$

The gate pins the host side, so more of the jump appears on the neighbour side. For $L=2$ nm, $\sigma$ rises from 23.1 to 24.8 mV, about 7%.

## Weighing the silicon and its electrons

Silicon behind the thin neighbour oxide is a larger correction. Give it $\varepsilon_s=12$ and, at first, no mobile charge. A wave reaching its surface is transmitted with factor $T=2\varepsilon_b/(\varepsilon_b+\varepsilon_s)=1/2$. Repeated reflections between the two faces of the neighbour oxide multiply this by $1/(1-R\,e^{-2kt})$, where

$$
R=\frac{\varepsilon_b-\varepsilon_a}{\varepsilon_b+\varepsilon_a}\,
\frac{\varepsilon_b-\varepsilon_s}{\varepsilon_b+\varepsilon_s}
=\left(-\frac23\right)\left(-\frac12\right)=\frac13 .
$$

Relative to (4), each wave at the silicon surface is reduced to between $0.50$ at short wavelength and $0.50/(1-1/3)=0.75$ at long wavelength. The long-wave limit replaces $\varepsilon_a+\varepsilon_b$ by $\varepsilon_a+\varepsilon_s$: the thin oxide no longer sets the share.

The values below come from solving Poisson's equation for each $k$ by finite elements and then integrating $\sigma^2=(N/2\pi)\int k\,\phi_k^2\,dk$, where $\phi_k$ is the amplitude for one dipole.

| Situation | $\sigma$ (mV) |
|---|---:|
| Thick oxides, point dipoles | 23.1 |
| Dipole length 0.20 nm included | 23.2 |
| Silicon added, at its surface | 13.1 |
| Silicon added, 1 nm inside | 7.9 |
| Silicon, gate and dipole length, 1 nm inside | 9.5 |
| Same, with channel screening at 300 K | 2.3 |

The first five rows omit mobile charge. The last has $10^{13}$ electrons per $\mathrm{cm^2}$ in a sheet 1 nm inside the silicon. In local linear response, a potential $\phi$ induces the charge density $-e^2(dn/d\mu)\phi$. This is the long-wave form for a sheet of zero thickness, and both simplifications overstate the screening. The wavevector-dependent response at 300 K raises the 2.3 mV entry to 2.4 mV. Spreading the electrons over a subband profile $\propto z^2e^{-bz}$ as well gives about 3.1 mV for a mean depth of 1 nm and 2.6 mV for 1.5 nm. The screened values are therefore estimates at the level of a few tenths of a millivolt or more. For a single two-dimensional subband with density of states $g$, spin included,

$$
n=gk_BT\ln(1+e^{\mu/k_BT}),\qquad
\frac{dn}{d\mu}=\frac{g}{1+e^{-\mu/k_BT}}
=g\left(1-e^{-n/gk_BT}\right).
$$

The last equality follows from $e^{-n/gk_BT}=1/(1+e^{\mu/k_BT})$, and it includes degeneracy. Here $g=g_vm/(\pi\hbar^2)$, with $g_v=2$ valleys and $m=0.19$ electron masses. At 400 K the smaller $dn/d\mu$ raises $\sigma$ to 2.4 mV. Putting all the electrons in the fourfold valleys instead, with the anisotropic in-plane mass $\sqrt{0.19\times0.92}$ electron masses, increases $g$ and lowers the 300 K value to 1.3 mV.

## What this says about a real stack

The parameters are rough values for hafnium dioxide on a thin silicon dioxide layer on silicon; the dipole density and moment are chosen to give a step of about 0.2 V. Of the corrections in the table, the largest come from the silicon and its electrons, which the assumption of a thick neighbour leaves out. Silicon and the electron depth lower the 23 mV estimate to about 10 mV for an empty channel, even with the increase due to the gate, and screening lowers it to 2 to 3 mV for the filled channel considered. Equation (2) is thus a measure of the bare disorder transmitted into the neighbour, not of the potential felt by channel electrons. Raising the host permittivity at fixed $p$ lowers the mean step in inverse proportion, but lowers the bare ripple only through the sum.

Tunnelling is a smaller correction. For a 3 eV barrier and a mass of 0.5 electron masses, the probability density decays into the oxide over $\hbar/(2\sqrt{2mE_b})=0.08$ nm, where $E_b$ is the barrier height. Moving an observer at the oxide surface that much closer to the dipoles would raise (2) by 6.5%. With silicon present the potential varies more steeply on the oxide side, and the same shift raises the 13.1 mV surface value by about 17%; only the small tail of the electron density inside the oxide samples it.

The least secure assumption is the continuum inside the dipole itself. Averaged over the plane, the field between the charges is 9 MV/cm, above the rough bulk breakdown field of hafnium dioxide, a few MV/cm. It extends over only 0.2 nm, an average potential change of 0.18 V, so a bulk breakdown criterion does not apply directly. There is only one dipole per square nanometre on average, however, and the local field is far from uniform. Midway between the two point charges of one dipole it is $2q/(\pi\varepsilon_0\varepsilon_as^2)$, about 140 MV/cm in the same continuum. A linear, bulk permittivity is therefore doubtful there, and more so in the exchanged case, where the average field is 45 MV/cm and the local field is also about five times larger. The position of the charges matters as well. If half the dipole length lay in each oxide, the straddling formula would give the average of 181 and 905 mV, or 543 mV. The bare ripple changes too. At wavelengths long compared with the dipole length, the neighbour still takes the share $\varepsilon_a/(\varepsilon_a+\varepsilon_b)$, but the jump is now $(P_k/2\varepsilon_0)(1/\varepsilon_a+1/\varepsilon_b)$. Their product is $P_k/(2\varepsilon_0\varepsilon_b)$: the host permittivity drops out entirely, and $2\varepsilon_b$ replaces the sum in (2). At the same $h$, the ripple is about 3 times what (2) gives for the original pair of oxides and about 0.6 times for the exchanged pair. Both (1) and (2) require the dipole to lie within the host. Dipoles in high-permittivity gate stacks are commonly attributed to the oxide boundary itself, so the straddling case may be the closer description there.
